# Coulomb energies of two inequivalent electrons, derived twice and applied to pd

## What symmetry fixes

Two electrons occupy different subshells $n_1l_1$ and $n_2l_2$ of an atom. Their repulsion, in hartree atomic units, is $V=1/r_{12}$. It is unchanged by a common rotation of both positions and does not act on spin, so it conserves total orbital momentum $L$ and total spin $S$, and its energies do not depend on $M_L$ or $M_S$. Each $L$ from $|l_1-l_2|$ to $l_1+l_2$ occurs once with $S=0$ and once with $S=1$. Within this configuration symmetry therefore determines the eigenstates, and each term has one energy $E(LS)$.

The form of that energy also follows. The repulsion expands in multipoles,
$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(1)C^k_{-q}(2),\qquad C^k_q=\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq},$$
which is the generating series of the Legendre polynomials combined with the addition theorem. Let $P_1(r)$ and $P_2(r)$ be real, normalized radial functions, the same for all terms. Each electron either stays in its orbital or exchanges it with the other, so two kinds of radial integral appear:
$$F^k=\iint P_1^2(r)P_2^2(r')\frac{r_<^k}{r_>^{k+1}}dr\,dr',$$
$$G^k=\iint P_1(r)P_2(r)P_1(r')P_2(r')\frac{r_<^k}{r_>^{k+1}}dr\,dr'.$$
These are energies, so their coefficients are pure numbers:
$$E(LS)=\sum_k f_kF^k+\sum_k g_kG^k .$$
Each coefficient contains one angular matrix element per electron. By the Wigner–Eckart theorem it is a product of two reduced elements and a geometrical number depending on $l_1,l_2,L,k$. Spin can enter only through the sign of the exchange term. The result to be derived is
$$f_k=(-1)^{l_1+l_2+L}\langle l_1\|C^k\|l_1\rangle\langle l_2\|C^k\|l_2\rangle\begin{Bmatrix}l_1&l_2&L\\l_2&l_1&k\end{Bmatrix},$$
$$g_k=(-1)^S\langle l_1\|C^k\|l_2\rangle^2\begin{Bmatrix}l_1&l_2&L\\l_1&l_2&k\end{Bmatrix}.$$

## The reduced elements

Both derivations use the Condon–Shortley phases and the convention
$$\langle lm|C^k_q|l'm'\rangle=(-1)^{l-m}\begin{pmatrix}l&k&l'\\-m&q&m'\end{pmatrix}\langle l\|C^k\|l'\rangle .$$
To find the reduced element, expand $C^k_qY_{l'm'}$ in spherical harmonics, multiply by the same 3j symbol and sum over $q,m'$. Orthogonality of the 3j symbols leaves one harmonic:
$$\sum_{qm'}\begin{pmatrix}l&k&l'\\-m&q&m'\end{pmatrix}C^k_qY_{l'm'}=\frac{(-1)^{l-m}}{2l+1}\langle l\|C^k\|l'\rangle Y_{lm}.$$
Set $m=0$ and take the direction along the polar axis. There $C^k_q=\delta_{q0}$ and $Y_{l0}=\sqrt{(2l+1)/4\pi}$, so
$$\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}.$$
The last symbol vanishes unless $l+k+l'$ is even and the triangle rule holds. Direct terms thus have $k=0,2,\dots,2\min(l_1,l_2)$, and exchange terms have $k=|l_1-l_2|,|l_1-l_2|+2,\dots,l_1+l_2$. Exchanging $l$ and $l'$ leaves this symbol unchanged, hence
$$\langle l_2\|C^k\|l_1\rangle=(-1)^{l_1-l_2}\langle l_1\|C^k\|l_2\rangle .$$

## First derivation: coupled states

**The exchange sign.** Let $\Phi$ be the product of the orbital state $|l_1(1)l_2(2)LM\rangle$ and the spin state $|SM_S\rangle$, and let $P$ interchange the electrons. The two orbitals are orthogonal, so the normalized antisymmetric state is $\Psi=(\Phi-P\Phi)/\sqrt2$. Because $V$ is symmetric in the electrons,
$$\langle\Psi|V|\Psi\rangle=\langle\Phi|V|\Phi\rangle-\langle\Phi|V|P\Phi\rangle .$$
In $P\Phi$ electron 2 has $l_1$ and electron 1 has $l_2$. Writing electron 1 first reverses the coupling order, which gives $(-1)^{l_1+l_2-L}$ for the orbital part and $(-1)^{1-S}$ for the two spins one half. With the minus sign above,
$$E(LS)=\langle l_1l_2L|V|l_1l_2L\rangle+(-1)^{l_1+l_2+L+S}\langle l_1l_2L|V|l_2l_1L\rangle ,$$
where the first label in each state now belongs to electron 1.

**The angular element.** Both terms require
$$W=\langle ab\,LM|\sum_q(-1)^qC^k_q(1)C^k_{-q}(2)|cd\,LM\rangle .$$
The operator is a scalar, so $W$ is independent of $M$ and may be averaged over $M$. Use
$$\langle a\alpha\,b\beta|LM\rangle=(-1)^{a-b+M}\sqrt{2L+1}\begin{pmatrix}a&b&L\\\alpha&\beta&-M\end{pmatrix}$$
and its analogue for $c\gamma,d\delta$. The two square roots cancel the $1/(2L+1)$ of the average. With the Wigner–Eckart theorem for each electron,
$$W=\langle a\|C^k\|c\rangle\langle b\|C^k\|d\rangle\sum(-1)^{\phi}\begin{pmatrix}a&b&L\\\alpha&\beta&-M\end{pmatrix}\begin{pmatrix}c&d&L\\\gamma&\delta&-M\end{pmatrix}$$
$$\qquad\times\begin{pmatrix}a&k&c\\-\alpha&q&\gamma\end{pmatrix}\begin{pmatrix}b&k&d\\-\beta&-q&\delta\end{pmatrix},$$
summed over all projections. The phase is
$$\phi=(a-b+M)+(c-d+M)+q+(a-\alpha)+(b-\beta).$$
All quantities are integers and $\alpha+\beta=M$, so $\phi$ has the parity of $c+d+q+M$.

The 6j symbol is defined by
$$\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum(-1)^{\sum_i(j_i-m_i)}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}$$
$$\qquad\times\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.$$
Choose $(j_1,\dots,j_6)=(a,b,L,d,c,k)$ and $(m_1,\dots,m_6)=(-\alpha,-\beta,M,\delta,-\gamma,q)$. The four symbols then match those in $W$ as follows.

- The symbol with $a,b,L$ is identical.
- The symbol with $a,c,k$ needs one column exchange, which gives $(-1)^{a+c+k}$.
- The symbol with $d,b,k$ needs a cyclic permutation, which gives no sign.
- The symbol with $d,c,L$ needs one column exchange and a reversal of all projections. Each gives $(-1)^{c+d+L}$, and the two signs cancel.

Since $\sum_i m_i=\delta-\gamma+q$ has the parity of $M+q$, the phase in the definition has the parity of $a+b+c+d+L+k+M+q$. It differs from $\phi$ by $a+b+L+k$. Adding the column sign $a+c+k$ leaves $b+c+L$:
$$W=(-1)^{b+c+L}\langle a\|C^k\|c\rangle\langle b\|C^k\|d\rangle\begin{Bmatrix}a&b&L\\d&c&k\end{Bmatrix}.$$

**The coefficients.** For the direct term $a=c=l_1$ and $b=d=l_2$, which gives $f_k$ as stated. For exchange $a=d=l_1$ and $b=c=l_2$. The phase of $W$ is then $(-1)^L$, and reversing one reduced element supplies $(-1)^{l_1-l_2}$. Together they cancel the factor $(-1)^{l_1+l_2+L}$ in front of the exchange element. Only $(-1)^S$ remains, which gives $g_k$.

**The case pd.** Here $l_1=1$, $l_2=2$ and $L=1,2,3$. The reduced elements are
$$\langle1\|C^2\|1\rangle=-\frac{\sqrt{30}}5,\quad\langle2\|C^2\|2\rangle=-\frac{\sqrt{70}}7,\quad\langle1\|C^1\|2\rangle^2=2,\quad\langle1\|C^3\|2\rangle^2=\frac97 .$$
The direct 6j symbols for $k=2$ are $\sqrt{21}/30,\ \sqrt{21}/30,\ \sqrt{21}/105$ for P, D, F, and the phases are $+,-,+$. The reduced elements multiply to $\sqrt{2100}/35$, and $\sqrt{2100}\sqrt{21}=210$, so
$$f_2(P)=\frac{210}{35\cdot30}=\frac15,\qquad f_2(D)=-\frac15,\qquad f_2(F)=\frac{210}{35\cdot105}=\frac2{35}.$$
Because $C^0=1$, $f_0=1$. The exchange 6j symbols are $1/30,-1/10,1/5$ for $k=1$ and $1/5,1/15,1/105$ for $k=3$. Multiplication by $2$ and $9/7$ gives the singlet values:

| Term | $f_2$ | $g_1$ | $g_3$ |
|---|---|---|---|
| ¹P | 1/5 | 1/15 | 9/35 |
| ¹D | −1/5 | −1/5 | 3/35 |
| ¹F | 2/35 | 2/5 | 3/245 |

The triplets have the same $f_2$ and the opposite $g_1,g_3$.

## Second derivation: traces over determinants

This route uses neither coupled two-electron states nor 6j symbols. A determinant built from orthogonal spin-orbitals $u,v$ has the diagonal energy $\langle uv|V|uv\rangle-\langle uv|V|vu\rangle$. Let $u$ have $l_1,m$ and $v$ have $l_2,m'$. The direct part is $\sum_kd_k(m,m')F^k$ and, for parallel spins, the exchange part is $-\sum_kb_k(m,m')G^k$, with
$$d_k=\langle l_1m|C^k_0|l_1m\rangle\langle l_2m'|C^k_0|l_2m'\rangle,\qquad b_k=\langle l_1m|C^k_{m-m'}|l_2m'\rangle^2 .$$
The sign of $b_k$ is positive because $C^{k}_{-q}=(-1)^q(C^k_q)^\dagger$ absorbs the $(-1)^q$ of the multipole expansion. For opposite spins the diagonal exchange vanishes.

Define $D_k(M)$ and $B_k(M)$ as the sums of $d_k$ and $b_k$ over $m+m'=M$. The determinants with $M_S=1$ and $M_L=M\ge0$ span the triplets with $L\ge M$, each once. A trace does not depend on the basis, so the sum of these triplet energies is $\sum_k[D_k(M)F^k-B_k(M)G^k]$. Subtracting the trace for $M=L+1$ from that for $M=L$ isolates one term:
$$E(L,1)=\sum_k[D_k(L)-D_k(L+1)]F^k-\sum_k[B_k(L)-B_k(L+1)]G^k .$$
For $M_S=0$ there are two determinants for each pair $m,m'$, and they span singlets and triplets together. Their trace is $2\sum_kD_kF^k$. Hence $E(L,0)+E(L,1)$ contains no exchange, and the singlet has the same direct part with exchange of opposite sign. Therefore
$$f_k=D_k(L)-D_k(L+1),\qquad g_k=(-1)^S[B_k(L)-B_k(L+1)].$$

**Direct sums for pd.** The required elements of $C^2_0=(3x^2-1)/2$, with $x=\cos\theta$, follow from the mean of $x^2$. The p densities $x^2$ and $1-x^2$ have means $3/5$ and $1/5$, so the elements are $2/5$ for $m=0$ and $-1/5$ for $|m|=1$. The d densities $x^2(1-x^2)$ and $(1-x^2)^2$ have means $3/7$ and $1/7$, so the elements are $1/7$ for $|m'|=1$ and $-2/7$ for $|m'|=2$. The five d elements sum to zero because a filled shell is spherical, which gives $2/7$ for $m'=0$. In the order $(m,m')$:

- $M=3$, from $(1,2)$: $D_2=2/35$.
- $M=2$, from $(1,1),(0,2)$: $D_2=(-1-4)/35=-5/35$.
- $M=1$, from $(1,0),(0,1),(-1,2)$: $D_2=(-2+2+2)/35=2/35$.

The differences are $2/35$ for F, $-7/35=-1/5$ for D and $7/35=1/5$ for P.

**Exchange sums for pd.** Both triangles needed, $(1,1,2)$ and $(1,2,3)$, are stretched: the largest momentum $J$ is the sum $j_1+j_2$ of the others. Repeated lowering gives $J_-^n|jj\rangle=n!\binom{2j}{n}^{1/2}|j,j-n\rangle$. Applying $(J_{1-}+J_{2-})^n$ to the top product state and comparing coefficients yields
$$\langle j_1\mu_1j_2\mu_2|J\mu\rangle^2=\binom{2j_1}{j_1+\mu_1}\binom{2j_2}{j_2+\mu_2}\bigg/\binom{2J}{J+\mu},$$
and the squared 3j symbol is this divided by $2J+1$. For $k=1$, couple $(1,-m)$ and $(1,m-m')$ to 2. For $k=3$, couple $(1,-m)$ and $(2,m')$ to 3. With the squared reduced elements,
$$b_1=\frac25\binom2{1-m}\binom2{1+m-m'}\bigg/\binom4{2-m'},$$
$$b_3=\frac9{49}\binom2{1-m}\binom4{2+m'}\bigg/\binom6{3+m'-m},$$
where $b_1=0$ if $|m-m'|>1$. In the same order of pairs as before:

- $M=3$: $B_1=6/15$ and $B_3=3/245$.
- $M=2$: $B_1=(3+0)/15$ and $B_3=(9+15)/245$.
- $M=1$: $B_1=(1+3+0)/15$ and $B_3=(18+24+45)/245$.

The differences for F, D, P are $6/15,-3/15,1/15$ for $k=1$ and $3/245,21/245,63/245$ for $k=3$. These are the singlet entries of the table.

**The mean energy.** The traces also give the average over all states. For $k>0$ the direct part sums to zero, since each $C^k_0$ has zero trace in a full shell. The sum of $b_k$ over all $m,m'$ is $\langle l_1\|C^k\|l_2\rangle^2$, because the squared 3j symbols sum to one. Weighting singlets by $+1$ and triplets by $-3$ gives
$$\bar E=F^0-\frac12\sum_k\frac{\langle l_1\|C^k\|l_2\rangle^2}{(2l_1+1)(2l_2+1)}G^k .$$
For pd this is $F^0-G^1/15-3G^3/70$.

## Which spin state lies lower

The singlet–triplet splitting is twice the singlet exchange energy. For the terms of a single pd configuration its sign can be settled without choosing orbitals; mixing with other configurations, left out here, can change the order in a real atom. Put $t=\ln r$. Since $r_</r_>=e^{-|t-t'|}$,
$$\frac{r_<^k}{r_>^{k+1}}=(rr')^{-1/2}e^{-(k+1/2)|t-t'|}.$$
With $dr=r\,dt$ and $g(t)=r^{1/2}P_1P_2$, $G^k$ is the double integral of $g(t)g(t')e^{-(k+1/2)|t-t'|}$. The Fourier transform of $e^{-\kappa|t|}$ is $2\kappa/(\kappa^2+\omega^2)$, and here $2\kappa=2k+1$, so
$$\frac{G^k}{2k+1}=\frac1{2\pi}\int\frac{|\hat g(\omega)|^2}{(k+\frac12)^2+\omega^2}\,d\omega .$$
This is positive and decreases with $k$ unless $P_1P_2$ vanishes everywhere. Thus $G^k>0$ and $G^1/3>G^3/7$, even for orbitals with nodes. All exchange coefficients of ¹P and ¹F are positive, so their triplets lie lower. For D,
$$E(^1D)-E(^3D)=-\frac25G^1+\frac6{35}G^3=-\frac65\left(\frac{G^1}3-\frac{G^3}7\right)<0,$$
and the singlet lies lower.

A contact argument says that a triplet avoids the repulsion at small separation because its spatial function vanishes there. The value at coincidence alone does not distinguish the two D terms. When both electrons lie in one direction, take that direction as the axis: only $m=m'=0$ contributes, with an amplitude proportional to the 3j symbol of $1,2,L$ with zero projections. This vanishes for $L=2$, since $1+2+2$ is odd. Both D spatial functions therefore vanish at coincidence. They differ in how fast they vanish. At a fixed midpoint, interchanging the electrons reverses their separation vector, so the singlet function is even in it and the triplet function odd. The ³D function can thus start at first order in the separation, while the ¹D function, being even and zero at coincidence, starts no earlier than second order. This agrees with the sign of the splitting but does not account for its size: for the model pair below, separations under one bohr supply only about a twentieth of it, and the main contribution comes from separations of one to four bohr.

## A worked pd pair

Take the model functions $P_p\propto r^2e^{-\zeta_pr}$ and $P_d\propto r^3e^{-\zeta_dr}$ with $\zeta_p=1.0$ and $\zeta_d=0.8$ per bohr. Their Slater integrals in hartree are
$$F^0=0.24788,\quad F^2=0.10076,\quad G^1=0.11486,\quad G^3=0.06700 .$$
For the D terms the table gives $f_2F^2=-0.02015$, and the singlet exchange parts are $-G^1/5=-0.02297$ and $3G^3/35=0.00574$. Hence
$$E(^1D)=0.24788-0.02015-0.02297+0.00574=0.21050,$$
$$E(^3D)=0.24788-0.02015+0.02297-0.00574=0.24496 .$$
The other terms follow in the same way:

| Term | Singlet (hartree) | Triplet (hartree) | Singlet (eV) | Triplet (eV) |
|---|---|---|---|---|
| P | 0.2929 | 0.2431 | 7.97 | 6.62 |
| D | 0.2105 | 0.2450 | 5.73 | 6.67 |
| F | 0.3004 | 0.2069 | 8.17 | 5.63 |

These are repulsion energies alone; the one-electron energy common to all terms is omitted. The D splitting is $-1.2(0.038287-0.009572)=-0.03446$ hartree, or $-0.94$ eV. The mean over the 60 states is $0.24788-0.00766-0.00287=0.23735$ hartree. The numerical check compares the general coefficients with antisymmetric two-electron matrices for five pairs of $l_1,l_2$, including pd.

## What each derivation assumes

Both derivations assume one configuration, orthogonal orbitals and no spin–orbit coupling. Taking the orbitals common to all terms lets one set of $F^k$ and $G^k$ serve them all; the coefficients, being purely angular, do not depend on that choice. If configurations mix, $E(LS)$ is only a diagonal element of a larger matrix. If spin–orbit coupling is comparable with the term splittings, it mixes terms that share the same total angular momentum $J$, and $L$ and $S$ no longer label those states. In pd, $J=0$ occurs only in ³P and $J=4$ only in ³F, so within the configuration these two levels keep their labels. If the orbitals are optimized for each term, $F^k$ and $G^k$ differ between terms, so the splitting is no longer twice one exchange energy. The order survives when each term's energy is minimized over the same set of orbitals: the minimum for ¹D is no higher than its energy with the orbitals of ³D, which by the proof above lies below the minimum for ³D. For orbitals that are only stationary this argument is not available. For equivalent electrons $\Phi$ and $P\Phi$ are not orthogonal, so the normalization used here fails and the Pauli principle removes some terms.

The first derivation assumes the coupled eigenvectors and a consistent set of phases. In return it gives each coefficient in closed form, with one 6j symbol. The second needs only diagonal elements, and its exchange sums contain only squares, so no coupling phase can affect them. It assumes instead that each term occurs once: for a repeated term the trace would give only the sum of the energies. It also yields a difference of sums over $m$ rather than a closed form.

Each multipole term of $V$ is itself a spin-free scalar, so both methods apply to each $k$ separately and give the energy of the same state; the sum and the difference of singlet and triplet separate the direct from the exchange part. The coefficients must therefore agree for every $l_1,l_2$. For exchange this means
$$\langle l_1\|C^k\|l_2\rangle^2\begin{Bmatrix}l_1&l_2&L\\l_1&l_2&k\end{Bmatrix}=B_k(L)-B_k(L+1).$$
The 6j symbol thus does the work of subtracting two traces. It can be negative although every $b_k$ is non-negative, as the $k=1$ coefficient of the D terms shows.

## Numbers as computed

```
l1,l2=(0, 1): 4 coefficients, max error < 1e-10: True
l1,l2=(1, 2): 24 coefficients, max error < 1e-10: True
l1,l2=(2, 2): 60 coefficients, max error < 1e-10: True
l1,l2=(1, 3): 24 coefficients, max error < 1e-10: True
l1,l2=(2, 3): 60 coefficients, max error < 1e-10: True
reduced <1||C^0||1> = sqrt(3) = 1.732051
reduced <2||C^0||2> = sqrt(5) = 2.236068
reduced <1||C^2||1> = -sqrt(30)/5 = -1.095445
reduced <2||C^2||2> = -sqrt(70)/7 = -1.195229
reduced <1||C^1||2> = -sqrt(2) = -1.414214
reduced <1||C^3||2> = 3*sqrt(7)/7 = 1.133893
P: 6j direct k=0,2: sqrt(15)/15 , sqrt(21)/30
P: 6j exchange k=1,3: 1/30 , 1/5
D: 6j direct k=0,2: -sqrt(15)/15 , sqrt(21)/30
D: 6j exchange k=1,3: -1/10 , 1/15
F: 6j direct k=0,2: sqrt(15)/15 , sqrt(21)/105
F: 6j exchange k=1,3: 1/5 , 1/105
P: f0, f2 = 1 , 1/5 ; singlet g1, g3 = 1/15 , 9/35
D: f0, f2 = 1 , -1/5 ; singlet g1, g3 = -1/5 , 3/35
F: f0, f2 = 1 , 2/35 ; singlet g1, g3 = 2/5 , 3/245
zeta_p = 1.0, zeta_d = 0.8 per bohr
F^0 = 0.247879 hartree
F^2 = 0.100757 hartree
G^1 = 0.114862 hartree
G^3 = 0.067003 hartree
G^1/3 = 0.038287, G^3/7 = 0.009572 hartree
G^3/G^1 = 0.5833 (upper bound 2.3333)
E(1P) = 0.292917 hartree = 7.9707 eV
E(3P) = 0.243143 hartree = 6.6163 eV
E(1D) = 0.210498 hartree = 5.7279 eV
E(3D) = 0.244956 hartree = 6.6656 eV
E(1F) = 0.300401 hartree = 8.1743 eV
E(3F) = 0.206871 hartree = 5.6292 eV
E(1P) - E(3P) = 0.049773 hartree = 1.3544 eV
E(1D) - E(3D) = -0.034458 hartree = -0.9377 eV
E(1F) - E(3F) = 0.093530 hartree = 2.5451 eV
weights of -G^1, -G^3 in the mean: 1/15 , 3/70
mean energy of the 60 states = 0.237350 hartree
P: angular norm, same direction = 0.194924
D: angular norm, same direction = 0.000000
F: angular norm, same direction = 0.238732
lowest eigenvalue, kernel difference = 4.314e-04
```
